# Generalized Kohn-Sham frontier eigenvalues, slopes of $E(N)$, and total-energy gaps, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

The algebra is in atomic units; numbers are in eV and ångström. The one-particle space has a finite orthonormal basis of $n$ spin-orbitals. The set $K$ holds all Hermitian matrices $\gamma$ with eigenvalues in $[0,1]$, and $K_x\subset K$ holds those with $\operatorname{Tr}\gamma=x$ for real $x$. Both sets are closed, bounded and convex. $\|A\|$ is the largest absolute eigenvalue of a Hermitian $A$, $\|A\|_1$ is the sum of the absolute eigenvalues, and $|\operatorname{Tr}AB|\le\|A\|\,\|B\|_1$, as is seen by taking the trace in the eigenbasis of $B$. $P_\phi=|\phi\rangle\langle\phi|$ for normalised $\phi$.

$E[\gamma]$ is an explicit energy functional, continuously differentiable on $K$. Its derivative is the generalized Kohn-Sham (GKS) operator $F[\gamma]$, the Hermitian matrix with
$$\frac{d}{d\tau}E[\gamma+\tau D]=\operatorname{Tr}\big(F[\gamma+\tau D]\,D\big).$$
Hartree-Fock (HF), hybrids, meta-GGAs and GGAs are of this kind wherever their semilocal integrands are differentiable. The energy at real electron number is
$$E(x)=\min_{\gamma\in K_x}E[\gamma].$$
This is the fractional-occupation extension of the given functional, not the exact ensemble energy. At integer $N$, $I=E(N-1)-E(N)$ and $A=E(N)-E(N+1)$, and $I-A$ is the total-energy gap.

A continuous function on a compact set is uniformly continuous, so $\omega(\eta)=\sup\{\|F[\gamma]-F[\gamma']\|:\|\gamma-\gamma'\|_1\le\eta\}$ tends to zero with $\eta$. If $\gamma$ and $\gamma+D$ lie in $K$, the segment between them does too. Integrating the definition of $F$ over $\tau\in[0,1]$ and subtracting $\operatorname{Tr}F[\gamma]D$ leaves $\int_0^1\operatorname{Tr}\{(F[\gamma+\tau D]-F[\gamma])D\}\,d\tau$, so
$$\big|E[\gamma+D]-E[\gamma]-\operatorname{Tr}F[\gamma]D\big|\le\|D\|_1\,\omega(\|D\|_1).\tag{1}$$

## Stage 1: a linear functional

Take $E[\gamma]=\operatorname{Tr}F\gamma$ with fixed $F$, eigenvalues $\varepsilon_1\le\dots\le\varepsilon_n$ and eigenvectors $|i\rangle$. For $\gamma\in K_{N+x}$ the numbers $f_i=\langle i|\gamma|i\rangle$ lie in $[0,1]$ and sum to $N+x$, where $x$ may have either sign. Then
$$\operatorname{Tr}F\gamma-\sum_{i\le N}\varepsilon_i=\sum_{i>N}\varepsilon_if_i-\sum_{i\le N}\varepsilon_i(1-f_i).$$
Choose any $\mu\in[\varepsilon_N,\varepsilon_{N+1}]$. In the first sum $\varepsilon_i\ge\mu$ and $f_i\ge0$, so it is at least $\mu\sum_{i>N}f_i$. In the second $\varepsilon_i\le\mu$ and $1-f_i\ge0$, so it is at most $\mu\sum_{i\le N}(1-f_i)$. The difference of the two occupation sums is $\sum_if_i-N=x$. Hence
$$\operatorname{Tr}F\gamma-\sum_{i\le N}\varepsilon_i\ \ge\ \mu x.\tag{2}$$
The sharpest choice is $\mu=\varepsilon_{N+1}$ for $x>0$ and $\mu=\varepsilon_N$ for $x<0$.

Limit. For $0\le x\le1$ the matrix $\sum_{i\le N}P_i+xP_{N+1}$ turns (2) into an equality, so $E(N+x)=E(N)+x\,\varepsilon_{N+1}$, and likewise $E(N-x)=E(N)-x\,\varepsilon_N$. For independent electrons $E(x)$ is piecewise linear, its slopes are the eigenvalues, and $I-A=\varepsilon_{N+1}-\varepsilon_N$ at any size.

## Stage 2: the minimiser at integer $N$

Let $E[\gamma]$ be general and let $\gamma_0$ minimise it on $K_N$. Assume that $\gamma_0$ is a projector, $\gamma_0^2=\gamma_0$, and write $F_0=F[\gamma_0]$.

For anti-Hermitian $B$ the curve $e^{\theta B}\gamma_0e^{-\theta B}$ stays in $K_N$ for both signs of $\theta$, so the energy is stationary at $\theta=0$. The tangent is $[B,\gamma_0]$, and cyclic invariance of the trace gives $0=\operatorname{Tr}F_0[B,\gamma_0]=\operatorname{Tr}B[\gamma_0,F_0]$. The commutator $C=[\gamma_0,F_0]$ is anti-Hermitian, so $B=C^\dagger$ is allowed and gives $\operatorname{Tr}C^\dagger C=0$, that is $C=0$. The two matrices share an eigenbasis, with $N$ occupied vectors $i$ and $n-N$ empty vectors $a$.

The matrix $\gamma_0+\tau(P_a-P_i)$ is in $K_N$ only for $0\le\tau\le1$, so the condition is one-sided: $0\le\operatorname{Tr}F_0(P_a-P_i)=\varepsilon_a-\varepsilon_i$. Every empty level lies at or above every occupied one. The highest occupied eigenvalue is therefore $\varepsilon_H=\varepsilon_N$, the lowest empty one is $\varepsilon_L=\varepsilon_{N+1}$, and $\operatorname{Tr}F_0\gamma_0=\sum_{i\le N}\varepsilon_i$. Inequality (2) becomes
$$\operatorname{Tr}F_0(\gamma-\gamma_0)\ge x\,\varepsilon_L\ \ (x\ge0),\qquad\operatorname{Tr}F_0(\gamma-\gamma_0)\ge x\,\varepsilon_H\ \ (x\le0),\tag{3}$$
for all $\gamma\in K_{N+x}$. The levels run over both spins.

Limit. If $\gamma_0$ is not a projector, it has an orbital $\phi$ with occupation strictly between 0 and 1 and $\varepsilon_f=\langle\phi|F_0|\phi\rangle$. Both $\gamma_0\pm\delta P_\phi$ are admissible, and (1) gives $E(N\pm\delta)\le E(N)\pm\delta\varepsilon_f+\delta\omega(\delta)$. The right slope is then at most $\varepsilon_f$ and the left slope at least $\varepsilon_f$, so no positive gap exists. A positive gap therefore requires a projector. The converse does not hold, since a projector may have $\varepsilon_H=\varepsilon_L$.

## Stage 3: the one-sided derivatives

**Theorem A.** If the minimiser on $K_N$ is a unique projector, then
$$\lim_{\delta\to0^+}\frac{E(N+\delta)-E(N)}{\delta}=\varepsilon_L,\qquad\lim_{\delta\to0^+}\frac{E(N)-E(N-\delta)}{\delta}=\varepsilon_H.$$

Upper bound. The trial matrix $\gamma_0+\delta P_L$, with $L$ an empty eigenvector at $\varepsilon_L$, has eigenvalues $1,\delta,0$ and trace $N+\delta$. With $D=\delta P_L$, $\|D\|_1=\delta$ and $\operatorname{Tr}F_0D=\delta\varepsilon_L$, (1) gives
$$E(N+\delta)\le E(N)+\delta\,\varepsilon_L+\delta\,\omega(\delta).\tag{4}$$

Lower bound. Expanding about $\gamma_0$ and using (3) is not enough, because the remainder in (1) would contain $\|\gamma_\delta-\gamma_0\|_1$ for a minimiser $\gamma_\delta$ on $K_{N+\delta}$, and nothing yet says that this distance is of order $\delta$. The remedy is to expand about $\gamma_\delta$ and to remove exactly $\delta$ electrons from it.

(a) Convergence. Take $\delta_k\to0^+$ with minimisers $\gamma_k$. By compactness a subsequence converges to some $\gamma^*\in K_N$. By continuity and (4), $E[\gamma^*]=\lim E(N+\delta_k)\le E(N)$, so $\gamma^*$ is a minimiser and $\gamma^*=\gamma_0$ by uniqueness.

(b) Splitting. Eigenvalues depend continuously on the matrix, so the $N$ largest eigenvalues $f_i$ of $\gamma_k$ tend to 1 and the others, $f_a$, to 0. Let $\Pi_k$ project on the eigenvectors of the $N$ largest. The matrix $\Pi_k-\gamma_k$ has eigenvalues $1-f_i$ and $-f_a$, so $\|\Pi_k-\gamma_k\|\to0$ and, by the triangle inequality, $\|\Pi_k-\gamma_0\|\to0$. Let $\gamma^{s}=(1-\Pi_k)\gamma_k$ be the small part. Its trace is
$$s=N+\delta_k-\sum_{i\le N}f_i\ \ge\ \delta_k,$$
because each $f_i\le1$.

(c) Removal. Put $\rho=\gamma^s/s$, which is non-negative, has unit trace and obeys $\Pi_k\rho=0$. The matrix $\gamma_k-\delta_k\rho$ has eigenvalues $f_i$ and $(1-\delta_k/s)f_a$, all in $[0,1]$ since $\delta_k\le s$, and trace $N$. It is a trial state for $E(N)$. Equation (1) about $\gamma_k$ with $D=-\delta_k\rho$, $\|D\|_1=\delta_k$, gives $E(N)\le E(N+\delta_k)-\delta_k\operatorname{Tr}F[\gamma_k]\rho+\delta_k\omega(\delta_k)$, or
$$\frac{E(N+\delta_k)-E(N)}{\delta_k}\ \ge\ \operatorname{Tr}F[\gamma_k]\rho-\omega(\delta_k).\tag{5}$$

(d) The removed charge is almost virtual. Since $\|\rho\|_1=1$, $\operatorname{Tr}F[\gamma_k]\rho\ge\operatorname{Tr}F_0\rho-\omega(\|\gamma_k-\gamma_0\|_1)$. In the eigenbasis of $F_0$, $\operatorname{Tr}F_0\rho=\sum_j\varepsilon_j\langle j|\rho|j\rangle$ is an average with weight $p=\operatorname{Tr}\gamma_0\rho$ on occupied levels (each at least $\varepsilon_1$) and $1-p$ on empty ones (each at least $\varepsilon_L$). So $\operatorname{Tr}F_0\rho\ge\varepsilon_L-p(\varepsilon_L-\varepsilon_1)$. Because $\Pi_k\rho=0$, $p=\operatorname{Tr}(\gamma_0-\Pi_k)\rho\le\|\gamma_0-\Pi_k\|\to0$.

The right side of (5) is thus at least $\varepsilon_L$ minus terms that vanish along the subsequence. A sequence of quotients staying below $\varepsilon_L-\eta$ for some $\eta>0$ would contain such a subsequence, which is impossible. Together with (4) this proves the first limit.

Hole side. Put $\tilde\gamma=1-\gamma$ and $\tilde E[\tilde\gamma]=E[1-\tilde\gamma]$. The map sends $K_x$ onto $K_{n-x}$, the chain rule gives $\tilde F=-F$, and $E(N-\delta)=\tilde E(n-N+\delta)$. The empty space of $\tilde\gamma_0$ is the occupied space of $\gamma_0$, where the lowest eigenvalue of $-F_0$ is $-\varepsilon_H$. The first limit applied to $\tilde E$ gives $[E(N-\delta)-E(N)]/\delta\to-\varepsilon_H$, which is the second.

The proof needs neither a finite gap nor a non-degenerate $L$ nor a second derivative. If there are several minimisers, all projectors, (4) holds for each, while in (a) the limit is one of them. The right slope is then the lowest $\varepsilon_L$ among them, and by the hole map the left slope is the highest $\varepsilon_H$.

Limit. For a linear functional $\omega=0$, and (3) and (4) reproduce Stage 1. The theorem says that orbital relaxation, which changes all $N$ occupied orbitals, does not enter at first order in $\delta$.

## Stage 4: a whole electron in a finite system

Suppose that the minimisers form a differentiable branch $\gamma(\delta)=\sum_jf_j|\phi_j\rangle\langle\phi_j|$ with $F[\gamma(\delta)]\phi_j=\varepsilon_j\phi_j$, on which only one occupation, $f_{N+1}=\delta$, varies; call its eigenvalue $\varepsilon_f(\delta)$. A prime is $d/d\delta$. Then
$$\frac{dE}{d\delta}=\operatorname{Tr}F\gamma'=\varepsilon_f+\sum_jf_j\big(\langle\phi_j|F|\phi_j'\rangle+\langle\phi_j'|F|\phi_j\rangle\big)=\varepsilon_f+\sum_jf_j\varepsilon_j\langle\phi_j|\phi_j\rangle'=\varepsilon_f,$$
because the norms are fixed. This is Janak's theorem, and integration gives
$$-A=\int_0^1\varepsilon_f(\delta)\,d\delta.\tag{6}$$
If $\varepsilon_f=\varepsilon_L+\kappa\delta$ exactly, $-A=\varepsilon_L+\kappa/2$. The eigenvalue and the energy difference agree only when the average drift of $\varepsilon_f$ vanishes; $\kappa=0$ is Stage 1.

Water shows both facts. The geometry is $r_{\rm OH}=0.96$ Å and $104.5^\circ$, the basis 6-31G, the calculation spin-unrestricted, with one fixed atom-centred grid (30 radial shells, up to 86 angular points) for PBE0 and TPSS. The fractional charge $x$ is put in one spin channel and the orbitals are iterated to self-consistency from those of the neutral molecule; these solutions are taken to be the minima. The quotient $S(x)=[E(N+x)-E(N)]/x=\varepsilon+\kappa x/2+cx^2+\dots$ is combined as $2S(x)-S(2x)=\varepsilon-2cx^2+\dots$ (Richardson extrapolation), with $x=\pm0.001$. Four decimals are kept because the identity concerns the discretised problem, not because the basis is that good. A finer grid (75 radial shells, up to 302 angular points) moves the PBE0 and TPSS eigenvalues by up to 0.0006 eV. The aug-cc-pVDZ basis lowers $\varepsilon_H$ by 0.2 to 0.9 eV and $\varepsilon_L$ by 2.0 to 4.6 eV, to $+0.96$, $-0.33$ and $-0.79$ eV for HF, PBE0 and TPSS. All entries are in eV.

| | $\varepsilon_H$ | left slope | $\varepsilon_L$ | right slope |
|---|---|---|---|---|
| HF | −13.6393 | −13.6393 | 5.5274 | 5.5274 |
| PBE0 | −8.3133 | −8.3133 | 2.0251 | 2.0251 |
| TPSS | −6.4202 | −6.4202 | 1.2088 | 1.2088 |

The operators behind the three rows are non-local exchange, a mixture of it with a local potential, and for TPSS a term $-\tfrac12\nabla\cdot(\partial e_{xc}/\partial\tau_k)\nabla$ from the kinetic-energy density $\tau_k$, which is linear in $\gamma$. With $x=\pm1$ the same procedure gives:

| | $I$ | $A$ | $I-A$ | $\varepsilon_L-\varepsilon_H$ |
|---|---|---|---|---|
| HF | 10.97 | −5.27 | 16.23 | 19.17 |
| PBE0 | 12.33 | −4.49 | 16.82 | 10.34 |
| TPSS | 12.27 | −4.56 | 16.83 | 7.63 |

The negative $A$ means that in this basis the anion lies above the neutral molecule plus a free electron at rest; the basis has no functions into which the electron could escape, and the value says nothing about binding in a complete basis. The excess of $I-A$ over the eigenvalue gap is $16.2345-19.1667=-2.93$ eV for HF, $16.8220-10.3385=+6.48$ eV for PBE0 and $16.8276-7.6290=+9.20$ eV for TPSS. The HF sign is derived in Stage 5. That the positive excess of the other two is uncancelled Hartree self-repulsion of the frontier orbital is a conjecture here, suggested by the upper bound in (9). The magnitudes are not converged with respect to the basis. In aug-cc-pVDZ, for HF, PBE0 and TPSS, $A$ is $-0.95$, $-0.60$ and $-0.66$ eV, the eigenvalue gaps are 14.82, 8.74 and 6.52 eV, and the excesses are $-2.86$, $+4.48$ and $+6.72$ eV; the signs are unchanged. Theorem A holds in all three rows while the gaps differ by more than a factor of two, so it makes no statement about accuracy.

For a continuously differentiable functional whose minimiser at integer $N$ is a unique projector, the one-sided slopes of $E(N)$ are exactly $\varepsilon_L$ and $\varepsilon_H$, yet for a whole electron in water $I-A$ differs from $\varepsilon_L-\varepsilon_H$ by several eV. It remains to bound this difference, follow it as the system grows, and find where the equality fails.
